# Why a DLTS peak temperature depends on the emission-rate window: test program

```python
"""Result under test: a DLTS peak lies where the trap emission rate e(T) equals
the window rate e* = ln(t2/t1)/(t2-t1), so its temperature depends on the window:
    T_peak = E / (2 k W[(E/2k) sqrt(gamma sigma/e*)]),  W = Lambert function,
    e(T) = gamma sigma T^2 exp(-E/kT).
E: apparent trap energy below the conduction band (eV); sigma: apparent capture
cross-section (cm2); t1, t2: sampling times (s); k: Boltzmann constant.
The trap and diode parameters are rough, round values for silicon.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, lambertw

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
TIME_AU = const.physical_constants["atomic unit of time"][0]
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]
K_EV = const.k / const.e
BOHR_CM = 100 * BOHR_M

# Silicon conduction band: six ellipsoidal valleys, rough masses
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6
EPS_R, GAP_EV, DONOR_EV = 11.7, 1.14, 0.045
M_DOS = (VALLEYS**2 * M_LONG * M_TRANS**2) ** (1 / 3)
inv_t, inv_l = 1 / M_TRANS, 1 / M_LONG
angular_speed = 0.5 * (math.sqrt(inv_l) + inv_t / math.sqrt(inv_t - inv_l)
                       * math.asin(math.sqrt((inv_t - inv_l) / inv_t)))
M_SPEED = angular_speed ** -2

# Traps and diode
E_A, SIG_A = 0.42, 2e-15
E_B, SIG_B = 0.48, 4e-14
N_D, TRAP_RATIO = 1e15, 0.01
BEND_PULSE, BEND_REVERSE = 0.7, 5.7
WINDOWS = [(1e-2, 1e-1), (1e-3, 1e-2), (1e-4, 1e-3)]

GAMMA = (2 / math.pi**2 * M_DOS**1.5 / math.sqrt(M_SPEED)
         * (K_EV / HARTREE_EV)**2 / BOHR_CM**2 / TIME_AU)


def emission(T, energy, sigma):
    return GAMMA * sigma * T**2 * math.exp(-energy / (K_EV * T))


def window_rate(t1, t2):
    return math.log(t2 / t1) / (t2 - t1)


def lambert_peak(energy, sigma, e_star):
    half = energy / (2 * K_EV)
    return half / lambertw(half * math.sqrt(GAMMA * sigma / e_star)).real


def boxcar(e, t1, t2, ratio=0.0):
    early, late = math.exp(-e * t1), math.exp(-e * t2)
    if ratio == 0:
        return early - late
    return 2 / ratio * (math.sqrt(1 - ratio * late) - math.sqrt(1 - ratio * early))


def search_peak(rate, t1, t2, amplitude=lambda T: 1.0, ratio=0.0):
    """Maximise a synthetic temperature scan without using the peak condition."""
    def height(T):
        return amplitude(T) * boxcar(rate(T), t1, t2, ratio)
    grid = np.linspace(120, 340, 441)
    i = int(np.argmax([height(T) for T in grid]))
    assert 0 < i < len(grid) - 1
    found = minimize_scalar(lambda T: -height(T), bounds=(grid[i - 1], grid[i + 1]),
                            method="bounded", options={"xatol": 1e-8})
    return found.x


def rate_a(T):
    return emission(T, E_A, SIG_A)


def rate_b(T):
    return emission(T, E_B, SIG_B)


# --- Emission law from equilibrium statistics and direct velocity average ---
def weight(vz, vp):
    return vp * math.exp(-(M_TRANS * vp**2 + M_LONG * vz**2) / 2)


vp_max, vz_max = 9 / math.sqrt(M_TRANS), 9 / math.sqrt(M_LONG)
norm = dblquad(weight, 0, vp_max, 0, vz_max)[0]
speed_unit = dblquad(lambda vz, vp: weight(vz, vp) * math.hypot(vz, vp),
                     0, vp_max, 0, vz_max)[0] / norm
assert abs(speed_unit / math.sqrt(8 / (math.pi * M_SPEED)) - 1) < 1e-6

for T_test in (190.0, 230.0, 260.0):
    tau = K_EV * T_test / HARTREE_EV
    mu = -0.25 / HARTREE_EV
    level = -E_A / HARTREE_EV
    density = quad(lambda s: math.sqrt(2) * M_DOS**1.5 / math.pi**2 * 2 * s**2
                   * tau**1.5 / (math.exp(s**2 - mu / tau) + 1), 0, 9,
                   epsabs=0, epsrel=1e-9)[0]
    filled = 1 / (1 + math.exp((level - mu) / tau))
    empty = 1 / (1 + math.exp((mu - level) / tau))
    capture = SIG_A / BOHR_CM**2 * speed_unit * math.sqrt(tau) * density
    balance = capture * empty / filled / TIME_AU
    assert abs(balance / rate_a(T_test) - 1) < 1e-4

# --- Peaks of synthetic scans against the Lambert formula ---
rates = [window_rate(*w) for w in WINDOWS]
peaks_a = [search_peak(rate_a, *w) for w in WINDOWS]
peaks_b = [search_peak(rate_b, *w) for w in WINDOWS]
for e_star, pa, pb in zip(rates, peaks_a, peaks_b):
    assert abs(pa - lambert_peak(E_A, SIG_A, e_star)) < 1e-4
    assert abs(pb - lambert_peak(E_B, SIG_B, e_star)) < 1e-4
assert peaks_a[0] < peaks_a[1] < peaks_a[2]
heights = [boxcar(rate_a(p), *w) for p, w in zip(peaks_a, WINDOWS)]
assert max(heights) - min(heights) < 1e-9

T_mid, window_mid = peaks_a[1], WINDOWS[1]
slope_formula = K_EV * T_mid**2 / (E_A + 2 * K_EV * T_mid)
step = 0.02
up = search_peak(rate_a, *[t * math.exp(-step) for t in window_mid])
down = search_peak(rate_a, *[t * math.exp(step) for t in window_mid])
assert abs((up - down) / (2 * step) / slope_formula - 1) < 1e-3

# --- Different gates with the same selected rate leave the peak in place ---
alt_t1 = math.log(2) / rates[1]
alt_window = (alt_t1, 2 * alt_t1)
alt_peak = search_peak(rate_a, *alt_window)
alt_height = boxcar(rate_a(alt_peak), *alt_window)
assert abs(alt_peak - T_mid) < 1e-4
assert abs(alt_height - heights[1]) > 0.1

# --- Two traps coincide at one window and exchange order across it ---
T_cross = (E_B - E_A) / (K_EV * math.log(SIG_B / SIG_A))
e_cross = rate_a(T_cross)
cross_t1 = math.log(10) / (9 * e_cross)
for rate in (rate_a, rate_b):
    assert abs(search_peak(rate, cross_t1, 10 * cross_t1) - T_cross) < 1e-4
assert peaks_a[0] < peaks_b[0] and peaks_a[2] > peaks_b[2]


# --- Arrhenius analysis of the located peaks ---
def arrhenius(peaks, power=2):
    T = np.array(peaks)
    slope, intercept = np.polyfit(1 / T, np.log(np.array(rates) / T**power), 1)
    return -slope * K_EV, math.exp(intercept) / GAMMA


fit_E, fit_sigma = arrhenius(peaks_a)
fit_EB, fit_sigma_b = arrhenius(peaks_b)
assert abs(fit_E - E_A) < 1e-5 and abs(fit_sigma / SIG_A - 1) < 1e-3
assert abs(fit_EB - E_B) < 1e-5 and abs(fit_sigma_b / SIG_B - 1) < 1e-3
wrong_E, _ = arrhenius(peaks_a, power=0)
assert abs(wrong_E - E_A - 2 * K_EV * np.mean(peaks_a)) < 1e-3

BARRIER, ENTROPY_K = 0.03, 2.0


def rate_barrier(T):
    free_energy = E_A - ENTROPY_K * K_EV * T
    return emission(T, free_energy, SIG_A * math.exp(-BARRIER / (K_EV * T)))


barrier_E, barrier_sigma = arrhenius([search_peak(rate_barrier, *w) for w in WINDOWS])
assert abs(barrier_E - E_A - BARRIER) < 1e-5
assert abs(barrier_sigma / (SIG_A * math.exp(ENTROPY_K)) - 1) < 1e-3

# --- Width of the middle peak ---
half_height = heights[1] / 2
low_half = brentq(lambda T: boxcar(rate_a(T), *window_mid) - half_height, 150, T_mid)
high_half = brentq(lambda T: boxcar(rate_a(T), *window_mid) - half_height, T_mid, 300)

# --- Neglected effects: finite trap density and filled edge layer ---
shift_density = search_peak(rate_a, *window_mid, ratio=TRAP_RATIO) - T_mid
EPS = EPS_R * const.epsilon_0
area_per_volt = 2 * EPS / (const.e * N_D * 1e6)
width = math.sqrt(area_per_volt * BEND_REVERSE)
width_pulse = math.sqrt(area_per_volt * BEND_PULSE)


def band_density(T):
    return 2 * (M_DOS * K_EV * T / HARTREE_EV / (2 * math.pi))**1.5 / BOHR_CM**3


def edge_layer(T):
    return math.sqrt(area_per_volt * (E_A - K_EV * T * math.log(band_density(T) / N_D)))


def edge_amplitude(T):
    edge = edge_layer(T)
    return ((width - edge)**2 - (width_pulse - edge)**2) / width**2


edge_mid = edge_layer(T_mid) / width
pulse_edge = width_pulse / width - edge_mid
small = 1e-4
early_w = math.sqrt((1 - small * pulse_edge**2) / (1 - small))
late_w = brentq(lambda w: w**2 - small * (w**2 - (w - edge_mid)**2) - 1, 0.9, 1.1,
                xtol=1e-14)
assert abs((early_w - late_w) / (small / 2 * edge_amplitude(T_mid)) - 1) < 2e-3
shift_edge = search_peak(rate_a, *window_mid, amplitude=edge_amplitude) - T_mid

# --- Neglected effect: tunnelling-assisted emission at the largest field ---
field = 2 * BEND_REVERSE / width
F = field / FIELD_AU


def field_factor(T):
    return math.exp(F**2 / (24 * M_TRANS * (K_EV * T / HARTREE_EV)**3))


beta = HARTREE_EV / (K_EV * T_mid)
p = beta * F**(2 / 3) / (2 * M_TRANS)**(1 / 3)
airy_sum = quad(lambda z: airy(z)[0]**2 * math.exp(p * z), -80, 25, limit=1000)[0]
density_field = (2 * M_TRANS * F)**(1 / 3) * airy_sum
density_free = quad(lambda q: math.exp(-beta * q**2 / (2 * M_TRANS)) / math.pi,
                    0, 12 * math.sqrt(M_TRANS / beta))[0]
assert abs(density_field / density_free / field_factor(T_mid) - 1) < 1e-5
shift_field = search_peak(lambda T: rate_a(T) * field_factor(T), *window_mid) - T_mid

# --- Contrast: a donor would have its Coulomb barrier lowered ---
lowering = 2 * math.sqrt(F / EPS_R) * HARTREE_EV
top = minimize_scalar(lambda r: 1 / (EPS_R * r) + F * r, bounds=(1, 5000),
                      method="bounded", options={"xatol": 1e-6})
assert abs(top.fun * HARTREE_EV / lowering - 1) < 1e-6
shift_donor = search_peak(lambda T: emission(T, E_A - lowering, SIG_A),
                          *window_mid) - T_mid

total_shift = peaks_a[2] - peaks_a[0]
neglected = abs(shift_density) + abs(shift_edge) + abs(shift_field)
assert neglected < 0.1 * total_shift

kT_mid = K_EV * T_mid
neutral_donors = 2 * N_D / band_density(T_mid) * math.exp(DONOR_EV / kT_mid)
hole_ratio = math.exp(-(GAP_EV - 2 * E_A) / kT_mid)
speed_cm = speed_unit * math.sqrt(kT_mid / HARTREE_EV) * BOHR_CM / TIME_AU
fill_time = 1 / (SIG_A * speed_cm * N_D)
assert neutral_donors < 0.01 and hole_ratio < 1e-3

print(f"masses: longitudinal {M_LONG}, transverse {M_TRANS} m_e")
print(f"masses: density of states {M_DOS:.3f}, speed {M_SPEED:.3f} m_e")
print(f"gamma = {GAMMA:.3e} cm^-2 s^-1 K^-2")
print(f"trap A: E = {E_A} eV, sigma = {SIG_A:.1e} cm2")
print(f"trap B: E = {E_B} eV, sigma = {SIG_B:.1e} cm2")
for (t1, t2), e_star, pa, pb in zip(WINDOWS, rates, peaks_a, peaks_b):
    print(f"gates {t1*1e3:g} and {t2*1e3:g} ms: e* = {e_star:.1f} s^-1")
    print(f"  peak A {pa:.2f} K, peak B {pb:.2f} K, A-B {pa-pb:+.2f} K")
print(f"total shift of peak A = {total_shift:.2f} K")
print(f"relative peak height, t2/t1 = 10: {heights[1]:.4f}")
print(f"middle peak A: kT = {kT_mid:.5f} eV, E/kT = {E_A/kT_mid:.2f}")
print(f"middle peak A: dT/d ln e* = {slope_formula:.2f} K")
print(f"middle peak A: shift per decade = {slope_formula*math.log(10):.2f} K")
print(f"middle peak A: full width at half height = {high_half-low_half:.2f} K")
for label, w in zip(("slow", "middle", "fast"), WINDOWS):
    print(f"signal A at middle peak T, {label} window: {boxcar(rate_a(T_mid), *w):.4f}")
print(f"other gates, same e*: {alt_window[0]*1e3:.3f} and {alt_window[1]*1e3:.3f} ms")
print(f"  peak A {alt_peak:.2f} K, relative height {alt_height:.4f}")
print(f"A and B coincide at {T_cross:.2f} K, e* = {e_cross:.1f} s^-1")
print(f"Arrhenius A: E = {fit_E:.4f} eV, sigma = {fit_sigma:.3e} cm2")
print(f"Arrhenius B: E = {fit_EB:.4f} eV, sigma = {fit_sigma_b:.3e} cm2")
print(f"Arrhenius A without T^2: E = {wrong_E:.4f} eV")
print(f"added capture barrier {BARRIER} eV, entropy {ENTROPY_K:g} k")
print(f"  apparent E = {barrier_E:.4f} eV, sigma = {barrier_sigma:.3e} cm2")
print(f"donor density = {N_D:.1e} cm^-3, trap/donor ratio = {TRAP_RATIO}")
print(f"band bending: pulse {BEND_PULSE} V, reverse {BEND_REVERSE} V")
print(f"depletion width = {width*1e9:.0f} nm, at pulse {width_pulse*1e9:.0f} nm")
print(f"filled edge layer = {edge_layer(T_mid)*1e9:.0f} nm")
print(f"largest field = {field*1e-8:.4f} MV/cm")
print(f"peak shift, finite trap density = {shift_density:+.3f} K")
print(f"peak shift, edge layer = {shift_edge:+.3f} K")
print(f"tunnelling rate factor = {field_factor(T_mid):.4f}")
print(f"peak shift, tunnelling = {shift_field:+.3f} K")
print(f"sum of neglected shift sizes = {neglected:.3f} K")
print(f"if a donor: barrier lowering = {lowering:.4f} eV")
print(f"if a donor: peak shift = {shift_donor:+.2f} K")
print(f"neutral donor fraction = {neutral_donors:.2e}")
print(f"hole/electron emission ratio, equal prefactors = {hole_ratio:.1e}")
print(f"trap filling time = {fill_time*1e9:.1f} ns")
print("all good")
```

It prints:

```
masses: longitudinal 0.92, transverse 0.19 m_e
masses: density of states 1.061, speed 0.267 m_e
gamma = 6.353e+21 cm^-2 s^-1 K^-2
trap A: E = 0.42 eV, sigma = 2.0e-15 cm2
trap B: E = 0.48 eV, sigma = 4.0e-14 cm2
gates 10 and 100 ms: e* = 25.6 s^-1
  peak A 205.11 K, peak B 207.95 K, A-B -2.84 K
gates 1 and 10 ms: e* = 255.8 s^-1
  peak A 225.16 K, peak B 225.97 K, A-B -0.82 K
gates 0.1 and 1 ms: e* = 2558.4 s^-1
  peak A 249.33 K, peak B 247.27 K, A-B +2.06 K
total shift of peak A = 44.22 K
relative peak height, t2/t1 = 10: 0.6968
middle peak A: kT = 0.01940 eV, E/kT = 21.65
middle peak A: dT/d ln e* = 9.52 K
middle peak A: shift per decade = 21.92 K
middle peak A: full width at half height = 28.76 K
signal A at middle peak T, slow window: 0.0774
signal A at middle peak T, middle window: 0.6968
signal A at middle peak T, fast window: 0.2005
other gates, same e*: 2.709 and 5.419 ms
  peak A 225.16 K, relative height 0.2500
A and B coincide at 232.42 K, e* = 536.2 s^-1
Arrhenius A: E = 0.4200 eV, sigma = 2.000e-15 cm2
Arrhenius B: E = 0.4800 eV, sigma = 4.000e-14 cm2
Arrhenius A without T^2: E = 0.4589 eV
added capture barrier 0.03 eV, entropy 2 k
  apparent E = 0.4500 eV, sigma = 1.478e-14 cm2
donor density = 1.0e+15 cm^-3, trap/donor ratio = 0.01
band bending: pulse 0.7 V, reverse 5.7 V
depletion width = 2715 nm, at pulse 951 nm
filled edge layer = 545 nm
largest field = 0.0420 MV/cm
peak shift, finite trap density = -0.014 K
peak shift, edge layer = +0.124 K
tunnelling rate factor = 1.0412
peak shift, tunnelling = -0.385 K
sum of neglected shift sizes = 0.524 K
if a donor: barrier lowering = 0.0455 eV
if a donor: peak shift = -22.41 K
neutral donor fraction = 1.14e-03
hole/electron emission ratio, equal prefactors = 1.9e-07
trap filling time = 27.7 ns
all good
```
